# Phosphorescence by intensity borrowing: sublevel moments and the relaxation-averaged lifetime

## What goes wrong

With a spin-free Hamiltonian, the lowest triplet state cannot reach the singlet ground state by electric-dipole emission, because the electric dipole does not act on spin. Spin-orbit coupling opens this channel by mixing singlets into the triplet, and one is tempted to stop there. For planar formaldehyde, in the model computed below, borrowing from excited singlets alone gives a lifetime of 0.12 s; the complete first-order moment gives 0.0098 s. Both values refer to fast relaxation between the sublevels at high temperature (section 7). Adding the ground state to the singlet sum, and nothing else, is worse: with the purely electronic dipole operator used here, the result then depends on where the coordinate origin is placed. (Adding the nuclear dipole of a neutral molecule would hide this symptom but not supply the missing triplet terms.)

A second error waits at the end. The three triplet sublevels have three lifetimes, whose arithmetic mean is 0.35 s. Under fast spin-lattice relaxation the observed decay is about 36 times faster than that.

Hartree atomic units are used, with $c=1/\alpha$. The dipole operator is $\boldsymbol\mu=-\sum_i\mathbf r_i$, nuclei are fixed, and only electric-dipole emission in the length form is treated.

## 1. Two states

Take the ground singlet $S_0$ at energy 0 and one triplet component $T$ at energy $\omega$, with permanent moments $\mu_0$ and $\mu_T$ along one axis. There is no transition moment between them, but there is a coupling $V=\langle S_0|H_{SO}|T\rangle$. Absorb its phase into $T$, so that $V=v>0$. The orthonormal combinations

$$|-\rangle=\cos\theta|S_0\rangle-\sin\theta|T\rangle,\qquad |+\rangle=\sin\theta|S_0\rangle+\cos\theta|T\rangle$$

are eigenstates when the element between them vanishes:

$$\langle-|H|+\rangle=v(\cos^2\theta-\sin^2\theta)-\omega\sin\theta\cos\theta=v\cos2\theta-\tfrac{\omega}{2}\sin2\theta=0 .$$

Hence $\tan2\theta=2v/\omega$ and $\sin 2\theta=2v/\sqrt{\omega^2+4v^2}$. The transition moment is

$$\langle-|\mu|+\rangle=\sin\theta\cos\theta\,(\mu_0-\mu_T)=\frac{v(\mu_0-\mu_T)}{\sqrt{\omega^2+4v^2}}\;\to\;\frac{v(\mu_0-\mu_T)}{\omega}\quad(v\ll\omega).$$

Both states had to be mixed. Singlet character in $T$ supplies $\mu_0$; triplet character in $S_0$ supplies $-\mu_T$. Moving the origin adds the same constant to both moments and leaves the difference alone. Emission appears here without any excited singlet.

## 2. Three sublevels

For two electrons let $\sigma=(\alpha\beta-\beta\alpha)/\sqrt2$ be the singlet spin function. The Cartesian triplet functions are $T^j=(\mathbf s_1-\mathbf s_2)_j\,\sigma$, which gives

$$T^x=\frac{\beta\beta-\alpha\alpha}{\sqrt2},\quad T^y=\frac{i(\alpha\alpha+\beta\beta)}{\sqrt2},\quad T^z=\frac{\alpha\beta+\beta\alpha}{\sqrt2}.$$

The total spin annihilates $\sigma$, and $\mathbf s_1-\mathbf s_2$ is a vector under spin rotations, so

$$S_i|T^j\rangle=[S_i,(\mathbf s_1-\mathbf s_2)_j]\,\sigma=i\sum_l\varepsilon_{ijl}|T^l\rangle. \tag{1}$$

For more electrons, the components of any triplet are chosen to satisfy (1). In particular $S_k|T^k\rangle=0$.

The spin-orbit operator has the form $H_{SO}=\sum_k\sum_i h_k(i)s_k(i)$. In the example it is the one-electron Breit–Pauli operator

$$H_{SO}=\frac{\alpha^2}{2}\sum_i\sum_A\frac{Z_A}{r_{iA}^3}\,\mathbf l_{iA}\cdot\mathbf s_i .$$

**Which component couples.** Fix one orbital factor $h$ and set $A_j=\sum_i h(i)s_j(i)$. This is a spin vector, $[S_i,A_j]=i\sum_l\varepsilon_{ijl}A_l$. Let $B_{jk}=\langle S|A_j|T^k\rangle$ for a singlet $S$. Since $\langle S|S_i=0$, only the second term of the commutator survives:

$$i\sum_l\varepsilon_{ijl}B_{lk}=-\langle S|A_jS_i|T^k\rangle=-i\sum_m\varepsilon_{ikm}B_{jm},$$

$$\sum_l\varepsilon_{ijl}B_{lk}+\sum_m\varepsilon_{ikm}B_{jm}=0. \tag{2}$$

Put $j=i\neq k$. The first sum vanishes and the second has one term, so $B_{im}=0$ for $m\ne i$. A singlet therefore couples to $T^k$ through $h_k$ alone.

**The dipole.** It commutes with $S_i$. Writing $C_{jk}=\langle T_m^j|\mu_a|T_n^k\rangle$ and using (1) on both sides of $\langle T_m^j|S_i\mu_a|T_n^k\rangle=\langle T_m^j|\mu_aS_i|T_n^k\rangle$ gives

$$-i\sum_l\varepsilon_{ijl}C_{lk}=i\sum_m\varepsilon_{ikm}C_{jm},$$

which is equation (2) again. Off-diagonal elements vanish. The choice $i=z$, $j=x$, $k=y$ gives $C_{yy}-C_{xx}=0$, and cyclic choices do the rest: the dipole is diagonal in $k$ and equal for all three components.

**Phases.** With real spatial functions, time reversal $\Theta$ gives $\Theta S=S$ and $\Theta T^k=-T^k$. For an operator $A$ unchanged by $\Theta$, antiunitarity gives $\langle\Theta S|A|\Theta T^k\rangle=\langle S|A|T^k\rangle^*$, while the left side is $-\langle S|A|T^k\rangle$. The element is imaginary. This holds for $H_{SO}$.

## 3. All states

Let $S_n$ and $T_m$ be the spin-free eigenstates. Assume that $T_1$ is spatially nondegenerate and that its distance from other states is large compared with their spin-orbit coupling to it.

The three components of $T_1$ are degenerate, so their mutual coupling comes first. Within one spin triplet a spin vector acts as $\sum_k c_kS_k$ with real $c_k$, by the Wigner–Eckart theorem. Time reversal changes the sign of $S_k$ but not of $H_{SO}$, so every $c_k=0$. The splitting thus begins at second order in $H_{SO}$, together with the direct spin-spin interaction. I take $x,y,z$ to be the axes selected by these terms. Residual mixing inside $T_1$ has a coefficient of first order or higher and multiplies a moment that is itself of first order, so it does not enter the leading moment.

First-order perturbation theory gives

$$|T_1^k\rangle'=|T_1^k\rangle+\sum_{n}|S_n\rangle\frac{\langle S_n|H_{SO}|T_1^k\rangle}{E_{T_1}-E_{S_n}}+\dots$$

$$\langle S_0|'=\langle S_0|+\sum_{m,j}\frac{\langle S_0|H_{SO}|T_m^j\rangle}{E_{S_0}-E_{T_m}}\langle T_m^j| .$$

The dots are triplet and quintet admixtures, which have no dipole element with pure $S_0$. Other singlets do not enter $S_0$, because a spin vector has no element between two singlets. In the product with $\mu_a$, the zero-order term vanishes by spin, and the dipole selects $j=k$:

$$\boxed{M_a^k=\sum_{n\ge0}\frac{\langle S_0|\mu_a|S_n\rangle\langle S_n|H_{SO}|T_1^k\rangle}{E_{T_1}-E_{S_n}}+\sum_{m\ge1}\frac{\langle S_0|H_{SO}|T_m^k\rangle\langle T_m|\mu_a|T_1\rangle}{E_{S_0}-E_{T_m}}} \tag{3}$$

**Limit: two states.** Keep $n=0$ and $m=1$. Their denominators are $+\omega$ and $-\omega$, with $\omega=E_{T_1}-E_{S_0}$, so they combine into

$$\frac{\langle S_0|H_{SO}|T_1^k\rangle(\mu_{S_0}-\mu_{T_1})_a}{\omega},$$

the result of section 1.

**Limit: shifted origin.** Adding a constant $b$ to $\mu_a$ changes only the diagonal elements, since the states are orthogonal. The singlet sum changes by $b\langle S_0|H_{SO}|T_1^k\rangle/\omega$ and the triplet sum by the opposite amount. The dipole-difference term, the remaining singlets and the remaining triplets are each independent of origin.

## 4. Formaldehyde

The molecule is planar in the $yz$ plane with CO along $z$. The bond lengths are 2.40 bohr (CO) and 2.08 bohr (CH), and the HCH angle is 120°, a chosen geometry. Orbitals come from CASSCF with six electrons in five orbitals in the 6-31G* basis, averaged over $S_0$ and $T_1$. All 50 singlets and 45 triplets of this active space enter (3). Nuclear charges in $H_{SO}$ are bare.

The vertical gap is $\omega=0.12855$ hartree (3.50 eV). For $T^z$ the ground-state coupling is $-4.804\times10^{-4}\,i$ hartree and $\mu_{T_1}-\mu_{S_0}=0.4868$ along $z$, so the dipole-difference term is

$$\frac{(-4.804\times10^{-4}i)(-0.4868)}{0.12855}=1.819\times10^{-3}\,i .$$

The leading excited singlet lies 0.41704 hartree above $S_0$. It contributes

$$\frac{1.0186\times(-1.633\times10^{-4}i)}{0.12855-0.41704}=5.77\times10^{-4}\,i .$$

The full decomposition, in units of $10^{-4}i$ a.u., is:

| | dipole difference | singlets $n>0$ | triplets $m>1$ | total |
|---|---|---|---|---|
| $T^x$ | 0 | −0.825 | −2.078 | −2.904 |
| $T^y$ | 0 | −0.046 | 1.709 | 1.663 |
| $T^z$ | 18.19 | 7.25 | 0.29 | 25.74 |

Each sublevel emits along its own axis. Symmetry explains this. $S_0$ is totally symmetric, so its coupling to $T^z$ through $h_z$ requires $T_1$ to transform like a rotation about $z$, that is, like $xy$. The rotations $h_x,h_y,h_z$ transform like $yz,xz,xy$. Multiplying by $xy$, and dropping squares and the invariant $z$, leaves $x$, $y$ and $1\sim z$. It also explains the two zeros: $h_x$ and $h_y$ cannot connect $T_1$ with $S_0$.

The ground state and $T_1$ themselves provide most of the strong moment, and higher triplets provide most of the weak ones. In this active space the excited singlets alone would give less than 0.1 % of the first-order rate of $T^y$. That share is not converged: a CASCI with ten electrons in nine orbitals, built on the same orbitals, raises it to 18 % and the $T^y$ rate from 1.26 to 5.7 s⁻¹.

The origin test is drastic. The dipole operator in the computation covers the six active electrons; the core electrons add the same constant to every permanent moment, which cancels in the total and is left out. With this operator and the origin at carbon, the singlet sum for $T^z$, ground state included, is $0.0381\,i$. Moving the origin by 10 bohr adds 60 a.u. to the moment of the six active electrons and turns the sum into $-0.1861\,i$. The total stays at $2.574\times10^{-3}i$.

## 5. Next order

Scale the coupling as $\lambda H_{SO}$. The moment becomes $\lambda M+\lambda^2M_2+\dots$. Had $M_2$ been real, it would have added to the rate in quadrature. But the perturbed sublevels are nondegenerate, and their phases can be kept such that $\Theta S_0'=S_0'$ and $\Theta T'=-T'$. The argument of section 2, applied to $\mu_a$, makes the whole moment imaginary. Hence

$$|\lambda M+\lambda^2M_2|^2=\lambda^2|M|^2+2\lambda^3\,\mathrm{Re}(M^*M_2)+\dots,$$

with a relative correction linear in $\lambda$.

For $T^x$ the second-order moment is $+3.15\times10^{-6}i$, against $M=-2.904\times10^{-4}i$. The relative change of the rate is $2\times3.15\times10^{-6}/(-2.904\times10^{-4})=-2.2\,\%$. The first-order rate is 3.836 s⁻¹; diagonalizing the Hamiltonian with the full coupling gives 3.753 s⁻¹, in agreement. The changes are $+0.2\,\%$ for $T^y$ and below $0.1\,\%$ for $T^z$. The first-order formula itself was tested against the slope of the diagonalized moments at weak coupling; the largest relative deviation is $5.5\times10^{-7}$.

Formula (3) fails when a coupling becomes comparable with its energy denominator, or when $T_1$ is spatially degenerate. When point-group symmetry makes $M$ vanish, $M_2$ vanishes with it: $H_{SO}$ is unchanged by operations applied jointly to space and spin, so each perturbed sublevel keeps its symmetry at every order. Magnetic-dipole and vibronic emission, both left out here, must then be considered. In this model, for instance, the $T^z$ sublevel of the second triplet has no electric-dipole moment to $S_0$ but emits by magnetic dipole at about 0.09 s⁻¹.

## 6. From moment to rate

In a periodic box of volume $\mathcal V$, a light mode of frequency $\omega_q$ has zero-point energy $\omega_q/2$. Electric and magnetic parts share it equally, so $\mathcal V\langle E^2\rangle/8\pi=\omega_q/4$ and $\langle E^2\rangle=2\pi\omega_q/\mathcal V$. This is also the squared field element for emitting one photon into an empty mode. With interaction $-\boldsymbol\mu\cdot\mathbf E$ and polarization vector $\mathbf e$, the golden rule reads

$$k=2\pi\sum_{\mathbf q,\mathbf e}\frac{2\pi\omega_q}{\mathcal V}|\mathbf e\cdot\mathbf M|^2\,\delta(\omega_q-\omega).$$

Replace the sum over $\mathbf q$ by $\mathcal V\int\omega_q^2\,d\omega_q\,d\Omega/(2\pi c)^3$:

$$k=\frac{\omega^3}{2\pi c^3}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf M|^2 .$$

The two polarizations are transverse, so their sum is $|\mathbf M|^2-|\hat{\mathbf q}\cdot\mathbf M|^2$. The angular average of $\hat q_a\hat q_b$ is $\delta_{ab}/3$, and the integral is $4\pi(1-\tfrac13)|\mathbf M|^2=\tfrac{8\pi}{3}|\mathbf M|^2$. Therefore

$$\boxed{k_k=\tfrac43\,\alpha^3\omega^3|\mathbf M^k|^2} \tag{4}$$

per atomic unit of time. An explicit count of box modes reproduces (4) to 0.1 %.

For $T^z$ this gives 301 s⁻¹, a lifetime of 3.3 ms. The others follow from ratios of squared moments: for $T^x$, $301.4\times(2.904/25.74)^2=3.84$ s⁻¹, or 0.26 s. For $T^y$ the rate is 1.26 s⁻¹, or 0.80 s.

## 7. Relaxation between sublevels

Without exchange the populations decay as three separate exponentials. With equal initial populations, the mean survival time is $\tfrac13\sum_k1/k_k=0.35$ s, dominated by the sublevels that hardly emit.

Now let the lattice transfer population from $k$ to $j$ at rate $W_{jk}$:

$$\dot n_j=-k_jn_j-\sum_{k\neq j}(W_{kj}n_j-W_{jk}n_k).$$

Detailed balance requires $g_{jk}\equiv W_{jk}p_k=W_{kj}p_j$, with Boltzmann populations $p_k$. If exchange is much faster than emission, $n_k\approx p_kN$. Summing over $j$ cancels the exchange terms:

$$\dot N=-\sum_kk_kn_k\approx-\bar kN,\qquad \boxed{\frac1\tau=\bar k=\sum_kp_kk_k} \tag{5}$$

In this limit a molecule typically passes through the sublevels many times before it emits, spending a fraction $p_k$ of its time in each, so rates are averaged, not lifetimes.

**How fast is fast?** Write the exchange terms as $-\sum_k R_{jk}n_k$ and set $n_j=\sqrt{p_j}\,u_j$. Then $\dot u=-(K+R_s)u$, where $K$ is the diagonal matrix of the $k_k$. The off-diagonal elements of $R_s$ are $-W_{jk}\sqrt{p_k/p_j}=-g_{jk}/\sqrt{p_jp_k}$, which are symmetric. With $v_j=u_j/\sqrt{p_j}$,

$$u^TR_su=\sum_{j,k}g_{jk}v_j(v_j-v_k)=\tfrac12\sum_{j,k}g_{jk}(v_j-v_k)^2\ge0,$$

and this vanishes for $u=\sqrt p$. The slowest decay rate $\lambda_0$ is the lowest eigenvalue of $K+R_s$. The normalized trial vector $\sqrt p$ gives $\lambda_0\le\bar k$: incomplete exchange lengthens the final decay. Second-order perturbation theory in $K$ gives the deficit,

$$\lambda_0\approx\bar k-q^TR_s^{+}q,\qquad q_k=(k_k-\bar k)\sqrt{p_k},$$

where $R_s^+$ is the inverse on the space orthogonal to $\sqrt p$. The deficit falls as the inverse of the exchange rate.

In the numerical test, the $xy$, $xz$ and $yz$ exchange rates stand in the ratio 1:2:3, multiplied by a scale, and each $W_{jk}$ carries a further factor $\sqrt{p_j/p_k}$ so that detailed balance holds. At 300 K, a scale of $0.01\,\bar k$ gives a final lifetime of 0.21 s, on the way to the 0.80 s of isolated $T^y$. A scale equal to $\bar k$ gives 12.6 ms, and $100\,\bar k$ gives 9.80 ms, within 0.3 % of the limit (5). At 1.5 K and scale $100\,\bar k$, the deficit is 0.236 s⁻¹ both directly and from the second-order formula.

**Limit: high temperature.** When $k_BT$ greatly exceeds the zero-field splitting, $p_k\to\tfrac13$ and

$$\tau=\frac{3}{k_x+k_y+k_z}=\frac{3}{3.84+1.26+301.4}\ \text{s}=9.8\ \text{ms}.$$

$T^z$ carries 98 % of the summed rate, so the lifetime is close to three times its own 3.3 ms: the molecule spends a third of its time in the state that emits. With the excited-singlet column of the table alone, the summed squared moment would be $0.825^2+0.046^2+7.25^2\approx53$ instead of $2.904^2+1.663^2+25.74^2\approx674$, and the lifetime $9.8\ \text{ms}\times674/53\approx0.12$ s. The sum of $|\mathbf M^k|^2$ is unchanged by a unitary change of sublevel basis, so at this order the limit does not require knowledge of the magnetic axes.

**Limit: low temperature.** Spin-spin coupling was not computed, so take the model

$$H_{zfs}=D(S_z^2-\tfrac13\mathbf S^2)+E(S_x^2-S_y^2)$$

with $D=0.50$ and $E=0.05$ cm⁻¹. By (1), $S_k^2$ is 0 on $T^k$ and 1 on the other two components. The energies are $D/3-E$, $D/3+E$ and $-2D/3$ for $x$, $y$, $z$, with the bright sublevel lowest. At 77 K the fast-limit lifetime is still 9.7 ms. At 1.5 K the populations are 0.290, 0.263 and 0.447, so

$$\bar k=0.290(3.84)+0.263(1.26)+0.447(301.4)\approx136\ \text{s}^{-1},$$

or 7.4 ms. The order of the levels is a choice. The spin-orbit operator of section 4 by itself gives $D\approx-0.9$ cm⁻¹, with $T^z$ highest, and a fast-limit lifetime of 18 ms at 1.5 K, so whether cooling shortens or lengthens the decay depends on the sign of the total $D$. Both values assume that exchange remains fast at 1.5 K, which is a separate condition. If it does not, the rate matrix must be solved.

## 8. What the numbers omit

The lifetimes are purely radiative. Nonradiative decay from sublevel $k$ adds to $k_k$ in section 7, and the kinetic formulas keep their form. The electronic model omits two-electron spin-orbit screening, dynamic correlation beyond the active space, geometry relaxation and vibronic emission. Since (3) is linear in $H_{SO}$, a common factor $f$ on all couplings multiplies the first-order rates by $f^2$. Screening acts only roughly in this way: a mean-field two-electron term lowers the ground-state coupling from 105 to 66 cm⁻¹, multiplies the $x$, $y$, $z$ rates by 0.43, 0.37 and 0.39, and lengthens the high-temperature lifetime to 25 ms. With bare charges, the 6-311G** basis gives 8.6 ms, and CASCI on the same 6-31G* orbitals gives 12 ms with eight electrons in seven orbitals and 22 ms with ten in nine. The 9.8 ms is therefore a result of this model and not a prediction of experiment. The values for the CASSCF(6,5)/6-31G* model with bare charges are in the numerical output below.

## Values computed for the example and the checks

```
CO, CH lengths: 2.40, 2.08 bohr; HCH 120 deg
determinants 210; singlets 50; triplets 45
E(S0) = -113.927351 hartree
omega = E(T1)-E(S0) = 0.128551 hartree = 3.498 eV
E(S1)-E(S0) = 0.141658 hartree
mu_z(T1)-mu_z(S0) = 0.48684 a.u.
Im <S0|Hso|T1^z> = -4.80400e-04 hartree = -105.44 cm^-1
Im M along own axis (a.u.): dipole difference, singlets n>0, triplets m>1, total
  Tx: 1.8255e-31, -8.2541e-05, -2.0781e-04, -2.9035e-04
  Ty: 5.0009e-31, -4.6020e-06, 1.7085e-04, 1.6625e-04
  Tz: 1.8193e-03, 7.2536e-04, 2.9103e-05, 2.5738e-03
leading singlet n>0: E-E(S0) (hartree), Im <Sn|Hso|T1^k> (hartree), <S0|mu_k|Sn> (a.u.), Im term (a.u.)
  Tx: n=4, 0.53269, -3.5489e-04, -0.10033, -8.8100e-05
  Ty: n=7, 0.78819, 3.1510e-04, 0.01991, -9.5110e-06
  Tz: n=2, 0.41704, -1.6331e-04, 1.01862, 5.7663e-04
full singlet sum for Tz, Im: 3.8134e-02 a.u.; origin moved 10 bohr: -1.8609e-01 a.u.
total for Tz after the move, Im: 2.5738e-03 a.u.
first-order rate (s^-1) and lifetime (s)
  Tx: 3.8361, 0.26068
  Ty: 1.2577, 0.7951
  Tz: 301.44, 0.0033174
Im second-order moment (a.u.), rate with it (s^-1), rate by full diagonalization (s^-1)
  Tx: 3.1481e-06, 3.7534, 3.7533
  Ty: 1.6738e-07, 1.2602, 1.2601
  Tz: -3.2001e-07, 301.36, 301.35
largest relative error of first-order M against the slope: 5.5e-07
spin-orbit integral error against quadrature: 4.3e-07
box-mode rate / formula: 1.00110
high-temperature mean rate 102.18 s^-1, lifetime 0.009787 s
same lifetime from full diagonalization: 0.0097923 s
arithmetic mean of the three lifetimes: 0.35303 s
model D = 0.50 cm^-1, E = 0.05 cm^-1
T = 300.0 K: p(x,y,z) = 0.33315, 0.33299, 0.33387; fast-limit lifetime 0.0097717 s
T = 77.0 K: p(x,y,z) = 0.33260, 0.33198, 0.33541; fast-limit lifetime 0.0097277 s
T = 1.5 K: p(x,y,z) = 0.29000, 0.26347, 0.44653; fast-limit lifetime 0.0073506 s
300 K, exchange scale / mean rate: lifetime of slowest decay (s)
  0.01: 0.20821
  0.1: 0.042008
  1: 0.01257
  10: 0.010027
  100: 0.0097969
1.5 K, scale 100: rate deficit 2.3582e-01 s^-1, second-order formula 2.3589e-01 s^-1
```
